\section*{Counting the crystal-field parameters of an f shell by symmetry}

\section{What goes wrong without a count}

Suppose that a single f electron at a site of symmetry $D_{4h}$, with spin-orbit coupling neglected, shows five levels, and that a crystal field is to be fitted to them. Five levels give four splittings. If symmetry allows five parameters, a continuous family of fields fits the data equally well, and the numbers returned by a fitting routine depend on its starting point. The opposite error is to use too few parameters. A site of symmetry $T_h$ is cubic, but the two-parameter field of $O_h$ leaves out a term that $T_h$ permits.

Both errors are exposed by counting the invariants of the site group in ranks 2, 4 and 6: the count says how many parameters the field has, and comparing it with the number of splittings shows whether the levels are numerous enough to fix them. Even when they are, each level must still be assigned to its symmetry type. The count is 2 for $O$, $T_d$ and $O_h$, 3 for $T$ and $T_h$, 4 for $D_{6h}$, 5 for $D_{4h}$, 6 for $D_{3d}$ and 27 for $C_1$.

\section{The field inside the shell}

We consider a one-electron operator $V$ that acts on the seven f orbitals, does not involve spin, is Hermitian, and is unchanged by time reversal. Without spin, time reversal is complex conjugation, so in real orbitals the matrix of $V$ is real. Being Hermitian, it is then symmetric, with $7\cdot 8/2=28$ real entries. One of them, the trace, is a common shift of all levels and is dropped. This leaves 27.

To sort these by angular momentum, note that a rotation $D$ of the orbitals takes $V$ to $DVD^{T}$. Symmetric matrices therefore transform as symmetric pairs of f orbitals. Let $N(M)$ be the number of unordered pairs $\{m,m'\}$ with $m+m'=M\ge 0$ and $|m|,|m'|\le 3$. For $M=6,5,4,3,2,1,0$ it is
\begin{equation}
N=1,\;1,\;2,\;2,\;3,\;3,\;4 .
\end{equation}
Each rank $k\ge M$ contributes one state to $N(M)$, so rank $k$ occurs $N(k)-N(k+1)$ times: once for $k=0,2,4,6$ and never for $k=1,3,5$. Rank 0 is the shift. The rest has dimension $5+9+13=27$, as it must.

A convenient basis is
\begin{equation}
V=\sum_{k=2,4,6}\sum_{q=-k}^{k}B_{kq}C_{kq},\qquad
C_{kq}=\sqrt{\frac{4\pi}{2k+1}}\,Y_{kq}.
\label{eq:V}
\end{equation}
Since $C_{kq}^*=(-1)^qC_{k,-q}$, a real $V$ requires $B_{k,-q}=(-1)^qB_{kq}^*$, which leaves $2k+1$ real numbers per rank. No rank is lost when $C_{kq}$ is restricted to the f shell. The functions mapped to zero would form a rotation-invariant subspace of an irreducible space, hence all of it or nothing, and the diagonal elements computed below show that it is not all.

For a shell f$^N$, if the field is still taken to be a one-electron operator, it is a sum of such terms over the electrons, with the same number of parameters.

\section{Parameters as invariants}

Collect the real coefficients of rank $k$ in a vector $b$. A symmetry operation $g$ of the site acts on it by a matrix $D_k(g)$, and the field is allowed if $D_k(g)b=b$ for every $g$ in the group $G$. Define
\begin{equation}
P_k=\frac1{|G|}\sum_{g\in G}D_k(g).
\end{equation}
Multiplying by $D_k(h)$ only reorders the sum, so $D_k(h)P_k=P_k$. Averaging this over $h$ gives $P_k^2=P_k$, so $P_k$ is a projector. Every vector $P_kb$ is invariant, and every invariant $b$ satisfies $P_kb=b$. Thus $P_k$ projects onto the invariants, and their number is its trace:
\begin{equation}
n(G)=\frac1{|G|}\sum_{g\in G}\left[\chi_2+\chi_4+\chi_6\right](g),\qquad \chi_k(g)=\operatorname{Tr}D_k(g).
\label{eq:count}
\end{equation}

An improper operation is a proper rotation times the inversion. Harmonics of even rank do not change under inversion, so each $g$ may be replaced by its proper part $\det(g)\,g$. The proper parts of $O_h$ and $T_d$ form $O$, and those of $D_{3h}$ and $D_{6h}$ form $D_6$. A site without an inversion centre can also have odd-rank terms in its potential, but these have no matrix elements between two f orbitals.

\section{The characters}

The trace depends only on the rotation angle $\alpha$, so we may rotate about $z$, where $Y_{kq}$ acquires the factor $e^{-iq\alpha}$. Multiply the sum of these factors by $e^{i\alpha/2}-e^{-i\alpha/2}=2i\sin(\alpha/2)$. Neighbouring terms cancel and the two ends remain, $e^{i(k+1/2)\alpha}-e^{-i(k+1/2)\alpha}$. Hence
\begin{equation}
\chi_k(\alpha)=\frac{\sin\left[(k+\tfrac12)\alpha\right]}{\sin(\alpha/2)},\qquad \chi_k(0)=2k+1 .
\end{equation}
The angles needed are these:
\begin{center}
\begin{tabular}{c|ccccc}
$\alpha$ & $0$ & $\pi$ & $2\pi/3$ & $\pi/2$ & $\pi/3$\\ \hline
$\chi_2$ & 5 & 1 & $-1$ & $-1$ & 1\\
$\chi_4$ & 9 & 1 & 0 & 1 & $-2$\\
$\chi_6$ & 13 & 1 & 1 & $-1$ & 1\\ \hline
sum & 27 & 3 & 0 & $-1$ & 0
\end{tabular}
\end{center}

\section{The counts}

Threefold and sixfold rotations contribute nothing to the sum. It remains to count the identity, the twofold rotations (3 each) and the fourfold rotations ($-1$ each). The group $O$ has 9 twofold and 6 fourfold rotations, $T$ has 3 twofold ones, $D_6$ has 7, $D_4$ has 5 and also 2 fourfold ones, and $D_3$ has 3. Therefore
\begin{align}
n(O)&=(27+27-6)/24=2, & n(T)&=(27+9)/12=3,\nonumber\\
n(D_6)&=(27+21)/12=4, & n(D_4)&=(27+15-2)/8=5,\\
n(D_3)&=(27+9)/6=6, & n(C_1)&=27.\nonumber
\end{align}

The third parameter of $T$ and $T_h$ has rank 6: the row $\chi_6$ gives $(13+8+3)/12=2$ invariants for $T$, but $(13+8+9-6)/24=1$ for $O$. The extra function is $(x^2-y^2)(y^2-z^2)(z^2-x^2)$. It is invariant under $T$ and changes sign under a quarter turn about $z$, which $O$ contains. It is a pure rank-6 function because its Laplacian would be a polynomial of degree 4 in the coordinates, antisymmetric in $x^2,y^2,z^2$, and no such polynomial exists except zero.

\section{Naming the parameters}

Put the main axis along $z$ and a twofold axis along $y$. An $n$-fold axis along $z$ permits only $q$ divisible by $n$. The twofold rotation takes $(\theta,\phi)$ to $(\pi-\theta,\pi-\phi)$, which for even $k$ turns $C_{kq}$ into $(-1)^qC_{k,-q}$. Invariance then demands $B_{k,-q}=(-1)^qB_{kq}$, and comparison with the reality condition makes $B_{kq}$ real. The parameters are
\begin{align}
D_{6h}:&\quad B_{20},B_{40},B_{60},B_{66};\nonumber\\
D_{4h}:&\quad B_{20},B_{40},B_{44},B_{60},B_{64};\\
D_{3d}:&\quad B_{20},B_{40},B_{43},B_{60},B_{63},B_{66}.\nonumber
\end{align}

For $O_h$ with fourfold axes along $x,y,z$ the rows of the table give 0, 1 and 1 invariants in ranks 2, 4 and 6. So $B_{20}=0$, and $B_{44}$ and $B_{64}$ are tied to $B_{40}$ and $B_{60}$. Since the invariant is unique in each rank, any cubic arrangement of directions $\mathbf n_i$ for which the sum of $C_{k0}(\mathbf n_i)$ does not vanish reveals the ratio. By the addition theorem $\sum_q C_{kq}^*(\mathbf n_i)C_{kq}(\hat{\mathbf r})=P_k(\mathbf n_i\cdot\hat{\mathbf r})$ (a Legendre polynomial), so the sums $\sum_i C_{kq}^*(\mathbf n_i)$ are the coefficients of the invariant function $\sum_i P_k(\mathbf n_i\cdot\hat{\mathbf r})$. Take the six directions $\pm x,\pm y,\pm z$ and sum $C_{kq}^*$ over them. With $P_4(0)=3/8$ and $P_6(0)=-5/16$ the $q=0$ sums are
\begin{equation}
2+4\cdot\tfrac38=\tfrac72,\qquad 2-4\cdot\tfrac5{16}=\tfrac34 .
\end{equation}
For $q=4$ we use $C_{44}=\frac{\sqrt{70}}{16}\sin^4\theta\,e^{4i\phi}$ and $C_{64}=\frac{3\sqrt{14}}{32}\sin^4\theta\,(11\cos^2\theta-1)e^{4i\phi}$. The four equatorial directions give $\sqrt{70}/4$ and $-3\sqrt{14}/8$. Dividing,
\begin{equation}
B_{44}=\sqrt{\tfrac5{14}}\,B_{40},\qquad B_{64}=-\sqrt{\tfrac72}\,B_{60}.
\label{eq:ties}
\end{equation}

\section{Parameters that only describe the frame}

The count refers to a fixed frame. A small rotation about an axis $\mathbf n$ changes $V$ by an amount proportional to $[L_{\mathbf n},V]$, where $L_{\mathbf n}$ is the generator. If this change is itself allowed by $G$, it moves the parameters without changing the physics.

Suppose it is allowed. It then equals its own average over the proper parts of $G$. Since $V$ is invariant, each $g$ turns $[L_{\mathbf n},V]$ into $[L_{g\mathbf n},V]$, so the change equals $[L_{\bar{\mathbf n}},V]$ with $\bar{\mathbf n}$ the average of $g\mathbf n$. The vector $\bar{\mathbf n}$ is invariant under all the rotations. In the cubic groups, $D_6$, $D_4$ and $D_3$ there are rotation axes in more than one direction, hence $\bar{\mathbf n}=0$ and no parameter is removed by a small rotation. Finite turns can still change signs: in $D_{4h}$ a turn of $45^\circ$ about $z$ reverses $B_{44}$ and $B_{64}$ together, so their common sign describes only the frame.

In $C_1$ every $\mathbf n$ survives. For a generic field the three changes are independent, so 3 of the 27 parameters fix the frame and 24 combinations are independent of it.

\section{Cubic levels}

In $O_h$ the f shell splits into a singlet $A_{2u}$, represented by $xyz$, and two triplets: $T_{1u}$, containing $Y_{30}$, and $T_{2u}$, containing $z(x^2-y^2)$. Each type occurs once, so its energy is the expectation value of $V$ in any of its members.

We need the diagonal elements $d_k(m)$ of $C_{k0}=P_k(x)$, $x=\cos\theta$, in $Y_{3m}$. The normalized densities on $-1\le x\le1$ are $\frac78(25x^6-30x^4+9x^2)$ for $m=0$ and $\frac{105}{16}x^2(1-x^2)^2$ for $m=\pm2$. Integrating powers gives
\begin{align}
m=0:&\quad \langle x^2\rangle=\tfrac{23}{45},\quad \langle x^4\rangle=\tfrac{13}{33},\quad \langle x^6\rangle=\tfrac{49}{143};\nonumber\\
m=\pm2:&\quad \langle x^2\rangle=\tfrac13,\quad \langle x^4\rangle=\tfrac5{33},\quad \langle x^6\rangle=\tfrac{35}{429}.
\end{align}
Insert these in $P_2=(3x^2-1)/2$, $P_4=(35x^4-30x^2+3)/8$ and $P_6=(231x^6-315x^4+105x^2-5)/16$:
\begin{align}
d_2(0)&=\tfrac4{15}, & d_4(0)&=\tfrac2{11}, & d_6(0)&=\tfrac{100}{429},\nonumber\\
d_2(2)&=0, & d_4(2)&=-\tfrac7{33}, & d_6(2)&=\tfrac{10}{143}.
\end{align}
The first row is nonzero, which completes the argument that no rank is lost.

Let $a_k$ be the coefficient of $B_{k0}$ in a level. The $q=\pm4$ terms have no diagonal element in $Y_{30}$, so $a_k(T_1)=d_k(0)$. The functions $xyz$ and $z(x^2-y^2)$ span the same space as $Y_{3,\pm2}$, and a trace does not depend on the basis, so $a_k(A_2)+a_k(T_2)=2d_k(2)$. The trace over the shell vanishes, so $a_k(A_2)+3a_k(T_2)+3a_k(T_1)=0$. Subtracting the two relations,
\begin{equation}
a_k(T_2)=-\tfrac12\left[3d_k(0)+2d_k(2)\right],\qquad a_k(A_2)=2d_k(2)-a_k(T_2).
\end{equation}
With the numbers above,
\begin{align}
E(A_{2u})&=-\tfrac4{11}B_{40}+\tfrac{80}{143}B_{60},\nonumber\\
E(T_{2u})&=-\tfrac2{33}B_{40}-\tfrac{60}{143}B_{60},\label{eq:levels}\\
E(T_{1u})&=\tfrac2{11}B_{40}+\tfrac{100}{429}B_{60}.\nonumber
\end{align}
Three levels give two splittings, enough for two parameters once it is known which triplet is $T_{1u}$ and which is $T_{2u}$; the degeneracies alone do not tell them apart. Solving,
\begin{align}
B_{40}&=\tfrac34\left[3E(T_{1u})-2E(A_{2u})-E(T_{2u})\right],\nonumber\\
B_{60}&=\tfrac{39}{280}\left[4E(A_{2u})-9E(T_{2u})+5E(T_{1u})\right].
\label{eq:inverse}
\end{align}
Substituting (\ref{eq:levels}) confirms this: the first bracket is $\frac43B_{40}$, the second $\frac{280}{39}B_{60}$. The coefficients in each bracket add to zero, so a common shift of the levels does no harm.

\section{Example: eight charges on a cube}

Take a model in Hartree atomic units: an f electron on a thin shell of radius $r=1$ bohr, and eight charges $-1$ at the corners of a cube, $R=4$ bohr from its centre. The electron is repelled. Expanding $1/|\mathbf r-\mathbf R_i|$ for $r<R_i$ and using the addition theorem,
\begin{equation}
B_{kq}=\sum_i\frac{r^k}{R_i^{k+1}}\,C_{kq}^*(\mathbf R_i).
\end{equation}
At the corners $\cos^2\theta=1/3$, so $P_4=-7/18$ and $P_6=2/9$. Eight corners give
\begin{align}
B_{40}&=-\frac{28}{9}\,\frac1{4^5}=-3.038\ \text{mHa},\nonumber\\
B_{60}&=\frac{16}{9}\,\frac1{4^7}=0.1085\ \text{mHa}.
\end{align}
Equation (\ref{eq:levels}) then yields, in mHa,
\begin{align}
E(A_{2u})&=1.1048+0.0607=1.1655,\nonumber\\
E(T_{2u})&=0.1841-0.0455=0.1386,\\
E(T_{1u})&=-0.5524+0.0253=-0.5271,\nonumber
\end{align}
or 31.7, 3.8 and $-14.3$ meV. The orbital $xyz$, whose density peaks towards the corners, lies highest. Putting the unrounded levels into (\ref{eq:inverse}) returns the two parameters.

\section{Example continued: one parameter too many}

Stretch the cube by 10\,\% along $z$. The symmetry falls to $D_{4h}$, and all five parameters appear. In mHa,
\begin{equation}
\begin{aligned}
&B_{20}=7.388,\quad B_{40}=-2.750,\quad B_{44}=-1.339,\\
&B_{60}=0.053,\quad B_{64}=-0.165 .
\end{aligned}
\label{eq:setone}
\end{equation}
At this stretch the new $B_{20}$, which vanishes for the cube, is already the largest. Now $\cos^2\theta=1.21/3.21$, so $P_2=0.0654$ is small, but rank 2 carries $r^2/R^3$, where rank 4 carries the much smaller $r^4/R^5$.

The levels are $-2.727$ (twice), $0.204$, $0.970$, $1.399$ (twice) and $1.482$ mHa. They are five, with four splittings. The missing fifth number is a mixing angle. The orbitals with $m=\pm1$ and those with $m=\pm3$ form two copies of the same doublet $E_u$, coupled by the $q=\pm4$ terms. Their block is described by a symmetric $2\times2$ matrix with three entries, and the three singlets add one entry each. Removing the common shift gives $3+3-1=5$, in agreement with the count. The spectrum supplies only the two eigenvalues of the block.

Rotating the two copies into each other by any angle, in the same way for both partners of the doublet, preserves the symmetry and the spectrum. An angle of 0.30 rad, in the sense $Y_{3,\mp1}\to\cos(0.30)\,Y_{3,\mp1}-\sin(0.30)\,Y_{3,\pm3}$, turns (\ref{eq:setone}) into
\begin{equation}
\begin{aligned}
&B_{20}=5.986,\quad B_{40}=-2.330,\quad B_{44}=-4.439,\\
&B_{60}=1.329,\quad B_{64}=2.838
\end{aligned}
\end{equation}
(mHa), with the same levels; the opposite sense gives a third set, $6.745$, $-2.557$, $1.989$, $0.638$, $-3.390$ in the same order. In this spinless one-electron model, energies alone cannot choose between the two sets. Some information on the wave functions is needed, or a model that relates the parameters to one another. In a real f ion spin-orbit coupling is not small, and it supplies such information: adding $\zeta\,\mathbf L\cdot\mathbf S$ with $\zeta=2.95$ mHa, near the value for Ce$^{3+}$, gives seven Kramers doublets with six splittings, and the levels of the two sets then differ by up to 0.44 mHa. The continuous family is lifted, although in this example one combination of the parameters remains only weakly determined. In $D_{6h}$ a generic field also has five levels, but four parameters, so there the numbers match. The fit is unique only once the levels are assigned: the three singlets and two doublets can be labelled in 12 ways, which give 12 parameter sets with the same levels, or 6 when the sign of $B_{66}$, reversed by a $30^\circ$ turn of the frame about $z$, is disregarded.

\section{Where the count stops applying}

The count gives what symmetry permits in a generic field. A particular model may have fewer free numbers: for the stretched cube of charges, $r$, $R$ and the stretch fix all five parameters. A magnetic field breaks time reversal and admits operators of odd rank such as $L_z$; these are not potentials but imaginary antisymmetric matrices in the real orbitals. A spin-dependent field needs further operators. If f orbitals mix appreciably with another shell and that shell is kept explicitly, the position and splittings of that shell and the allowed matrix elements between the shells are additional parameters, and for mixing with d orbitals they come from the odd ranks that could be ignored here.

The numerical check checks the counts independently, by integrating the Coulomb fields of symmetric charge arrangements over the f orbitals and finding the dimension they span.

\section*{Numbers as computed}
\begin{verbatim}
Summed character chi2+chi4+chi6 (dimensionless):
  angle   0 deg: 27
  angle 180 deg: 3
  angle 120 deg: 0
  angle  90 deg: -1
  angle  60 deg: 0
Group: order | invariants in rank 2,4,6 | parameters from characters,
  from Coulomb fields | f levels | continuous frame freedoms (counts)
  Oh  : 48 | 0,1,1 | 2, 2 | 3 | 0
  Td  : 24 | 0,1,1 | 2, 2 | 3 | 0
  O   : 24 | 0,1,1 | 2, 2 | 3 | 0
  Th  : 24 | 0,1,2 | 3, 3 | 3 | 0
  T   : 12 | 0,1,2 | 3, 3 | 3 | 0
  D6h : 24 | 1,1,2 | 4, 4 | 5 | 0
  D3h : 12 | 1,1,2 | 4, 4 | 5 | 0
  D4h : 16 | 1,2,2 | 5, 5 | 5 | 0
  D3d : 12 | 1,2,3 | 6, 6 | 5 | 0
  C1  :  1 | 5,9,13 | 27, 27 | 7 | 3
Diagonal elements of C_k0 (dimensionless): m=0, m=2
  k=2: 4/15, 0
  k=4: 2/11, -7/33
  k=6: 100/429, 10/143
Cubic level coefficients (dimensionless): A2u, T2u, T1u
  of B40: -4/11, -2/33, 2/11
  of B60: 80/143, -60/143, 100/429
Shell radius 1.0 bohr, cube centre to corner 4.0 bohr
Cube, parameters in mHa:
  B20=0.00000, B40=-3.03819, B44=-1.81567, B60=0.10851, B64=-0.20300
  level A2u: 1.16550 mHa = 31.715 meV
  level T2u: 0.13861 mHa = 3.772 meV
  level T1u: -0.52711 mHa = -14.343 meV
  recovered from levels: B40=-3.03819, B60=0.10851 mHa
Cube stretched along z by factor 1.10, in mHa:
  B20=7.38837, B40=-2.75027, B44=-1.33909, B60=0.05283, B64=-0.16509
  levels in mHa (degeneracy): -2.72687 (2), 0.20438 (1), 0.96979 (1), 1.39854 (2), 1.48250 (1)
Same spectrum after Eu mixing by 0.30 rad, in mHa:
  B20=5.98643, B40=-2.32968, B44=-4.43884, B60=1.32859, B64=2.83845
  largest level difference below 1e-9 mHa: True
\end{verbatim}
